# Blocking and shot noise: one oxide trap against direct tunnelling

## What a wrong noise factor costs

Suppose the current \(I\) through a thin oxide is inferred from its low-frequency noise by the Poisson rule \(S=2eI\). If the current passes through one trap that fills and empties at equal rates, the inferred current is half the true one. The opposite error is to take any noise near \(2eI\) as proof that no trap is involved: a trap whose two rates differ strongly also gives nearly the Poisson value.

Write the one-sided noise spectrum as \(S=2eIF\). At large bias, with capture rate \(c\) and emission rate \(g\), a single trap with one empty and one full state gives

\[
F_{\rm trap}=1-\frac{2cg}{(c+g)^2},
\]

which is one half for \(c=g\) and larger otherwise. Direct tunnelling with transmission \(T\ll1\) gives \(F=1-O(T)\). The trap makes electrons wait for one another, whereas an opaque barrier passes so few of the electrons offered to it that their order leaves almost no trace.

To count electrons, let \(N\) be the number passed in a long time \(t\). A white one-sided spectrum \(S\) gives the transferred charge a variance \(St/2\), so \(e^2\,{\rm Var}N=St/2\). With \(I=e\langle N\rangle/t\),

\[
F=\frac{S}{2eI}=\frac{{\rm Var}N}{\langle N\rangle}.
\]

Independent rare passages have equal mean and variance, hence \(F=1\).

## First contribution: the blocked trap

The trap holds at most one extra electron. Both spins may enter an empty trap, and \(c\) includes both. Reverse steps are dropped for now.

Between two emissions there is an empty wait, with mean \(1/c\) and variance \(1/c^2\), and then a full wait, with mean \(1/g\) and variance \(1/g^2\). The waits are independent, so one cycle has

\[
\mu=\frac1c+\frac1g=\frac{c+g}{cg},\qquad
\sigma^2=\frac1{c^2}+\frac1{g^2}=\frac{c^2+g^2}{c^2g^2}.
\]

The \(n\)th passage occurs at \(n\mu\) plus a random delay of variance \(n\sigma^2\). A delay \(\delta t\) lowers the count at fixed time by \(\delta t/\mu\). With \(n\simeq t/\mu\), the count variance is \((t/\mu)\sigma^2/\mu^2\), while its mean is \(t/\mu\). Therefore

\[
I=\frac e\mu=e\frac{cg}{c+g},\qquad
F=\frac{\sigma^2}{\mu^2}=\frac{c^2+g^2}{(c+g)^2}
=1-\frac{2cg}{(c+g)^2}.
\]

Since \((c+g)^2-4cg=(c-g)^2\ge0\), the subtracted term is at most one half, reached at \(c=g\). If one step is much slower, it alone sets the timing and \(F\to1\). Simulated event records with \(g/c=1,2,10\) gave \(F=0.501,0.558,0.835\), against 0.500, 0.556 and 0.835 from the formula.

Two steps in series do not suffice. Imagine a trap that accepts any number of independent electrons. They arrive at random at rate \(c\), and each leaves after its own random delay. An arrival in a short interval \(ds\) contributes to a chosen counting window with probability \(c\,p(s)\,ds\), where \(p(s)\) is the chance that its delay ends in that window. Different intervals contribute independently, so the count is Poissonian and \(F=1\). A record with equal arrival and single-electron emission rates gave 1.004. Both steps are still there; what has been removed is the refusal of a new electron while the trap is full. For a trap with one empty and one full state, that refusal lowers the noise. The rule \(F=\sigma^2/\mu^2\) also shows the limits of this case: if the electron enters either of two full states equally often, at a total rate \(c\), with emission rates \(3c\) and \(0.3c\), then \(F=1.10\), and a cycle of three equally slow steps gives \(F=1/3\).

## Second contribution: electrons going backwards

Let \(a\) and \(b\) be the rates into the trap from the emitter and back to it; let \(r\) and \(g\) be the rates into the trap from the collector and out to it. Put \(\Lambda=a+b+r+g\). Weight each electron delivered to the collector by \(z\), and each one taken back by \(1/z\). The weighted probabilities of the empty and full trap obey

\[
\dot p_0=-(a+r)p_0+(b+gz)p_1,\qquad
\dot p_1=(a+r/z)p_0-(b+g)p_1 .
\]

A solution growing as \(e^{\lambda t}\) requires

\[
(\lambda+a+r)(\lambda+b+g)=(b+gz)(a+r/z).
\]

On expansion, \(ab\) and \(rg\) cancel from the two sides:

\[
\lambda^2+\Lambda\lambda=ag(z-1)+br(1/z-1).
\]

Now put \(z=e^\chi\). At long times \(\ln\langle e^{\chi N}\rangle\simeq\lambda t\), so \(\lambda=k_1\chi+k_2\chi^2/2+\dots\), where \(k_1\) and \(k_2\) are the growth rates of mean and variance. Orders \(\chi\) and \(\chi^2\) give

\[
\Lambda k_1=ag-br,\qquad
k_1^2+\tfrac12\Lambda k_2=\tfrac12(ag+br),
\]

and hence

\[
F=\frac{k_2}{k_1}=\frac{ag+br}{ag-br}-\frac{2(ag-br)}{\Lambda^2}.
\]

Let \(E\) be the Fermi energy at which the trap would be half filled in equilibrium; it lies \(kT\ln2\) below the one-electron level, because either spin may enter. Thermal balance with each electrode then fixes \(a/b=e^{(\mu_L-E)/kT}\) and \(r/g=e^{(\mu_R-E)/kT}\). With \(\mu_L-\mu_R=eV\), their quotient is \(ag/(br)=e^{eV/kT}\), and

\[
F=\coth\frac{eV}{2kT}-\frac{2(ag-br)}{\Lambda^2}.
\]

At small bias the first term is \(2kT/eV\). With \(I=GV\), it gives \(S=4kTG\), the thermal noise of conductance \(G\). At large bias it tends to one and leaves shot noise.

Large bias must also mean that the level lies many \(kT\) inside the bias window. If it lies far above the emitter Fermi level, \(a\) is small while \(b\) is not; then \(ag\ll\Lambda^2\) and \(F\to1\) even for \(eV\gg kT\). For \(a+b=r+g\) and \(E\) at the window's centre, \(F\) is 2.04, 0.66, 0.507 and 0.500 at \(eV/kT=1,4,10,40\). This is not the case of equal couplings per spin: there both spins may enter but only one electron leaves, so \(c=2g\) at large bias and \(F\to5/9\).

## Third contribution: direct transmission

Take independent electrons in orthonormal orbitals \(\phi_i\), combined in a Slater determinant. Let \(P\) project onto the collector side, and define \(M_{ij}=\langle\phi_i|P|\phi_j\rangle\). The transmitted number is \(N=\sum_kP_k\), one projector per electron. Its mean is \({\rm Tr}M\). In \(N^2\), the terms with equal \(k\) use \(P_k^2=P_k\) and give \({\rm Tr}M\). The terms with different \(k\) contain a direct and an exchange part:

\[
\sum_{ij}(M_{ii}M_{jj}-M_{ij}M_{ji})=({\rm Tr}M)^2-{\rm Tr}M^2 .
\]

Subtracting \(\langle N\rangle^2\) leaves \({\rm Var}N={\rm Tr}[M(1-M)]\).

For a long time \(t\), an energy interval \(dE\) of one channel and one spin supplies \(t\,dE/h\) orthogonal wave packets. Elastic transmission keeps long packets of different energy or arrival time orthogonal, so \(M\) becomes diagonal with entries \(T(E)\). For filled emitter states and an empty collector,

\[
F=\frac{\int T(1-T)\,dE}{\int T\,dE}
=1-\frac{\int T^2dE}{\int T\,dE}.
\]

If an emitter state is filled with probability \(f\), the chance of a transmitted electron is \(fT\), and the reduction becomes \(\int f^2T^2dE/\int fT\,dE\). Since \(f\le1\), it cannot exceed the largest \(T\) in the range. Channels add independently in numerator and denominator, provided they are the eigenchannels of \(M\). A pinhole mixes the incoming modes: for lattice strips 101 sites wide joined by a single unit hop between their central sites, every incoming mode has \(T<0.03\), yet one eigenchannel carries all the current. \(F\) is 0.18 at the band centre and 0.39 at an energy of two hopping units, and it approaches one only near the band edge.

The Pauli principle does order the electrons offered to the barrier. With \(T\ll1\), however, nearly all of them are reflected, and the rare successes form an almost Poissonian stream. An opaque barrier also needs \(eV\gg kT\): forward and backward Poisson streams with rate ratio \(e^{eV/kT}\) have added variances but subtracted means, so \(F=\coth(eV/2kT)\).

The determinant was evolved on a chain with leads of 200 sites and unit hopping, starting with the left lead completely filled and the rest empty, so that the whole band contributes. A connecting hop of 0.05 gave \(F=0.992\), and a hop of 0.5 gave 0.446. Both agreed within 0.01 with the energy integral over the band; a narrow window at the band centre would give 0.36 for the hop of 0.5. Thus it is opacity of every eigenchannel, not the mere absence of a trap, that protects the Poisson value.

## Does the halving need loss of phase?

Let one level at \(E_0\) decay into the electrodes with energy widths \(\Gamma_L,\Gamma_R\), and let \(\Gamma=\Gamma_L+\Gamma_R\). An incoming wave of flux \(|s|^2\) drives its amplitude \(A\):

\[
(E-E_0+i\Gamma/2)A=\sqrt{\hbar\Gamma_L}\,s .
\]

The directly reflected wave and the wave re-emitted to the left add to \(s-i\sqrt{\Gamma_L/\hbar}\,A\). With the factor \(\sqrt{\hbar\Gamma_L}\), the reflected fraction is \([(E-E_0)^2+(\Gamma_R-\Gamma_L)^2/4]/[(E-E_0)^2+\Gamma^2/4]\), which is \(1-T\) with the \(T\) found next, so flux is conserved. The flux to the right is \(\Gamma_R|A|^2/\hbar\), so

\[
T=\frac{\Gamma_L\Gamma_R}{(E-E_0)^2+\Gamma^2/4}.
\]

For a resonance narrow compared with the filled energy range, \(\int T\,dE=2\pi\Gamma_L\Gamma_R/\Gamma\) and \(\int T^2dE=4\pi\Gamma_L^2\Gamma_R^2/\Gamma^3\). Their ratio gives

\[
F=1-\frac{2\Gamma_L\Gamma_R}{(\Gamma_L+\Gamma_R)^2},
\]

the trap formula with \(c=\Gamma_L/\hbar\) and \(g=\Gamma_R/\hbar\), here for electrons of one spin. Loss of phase is therefore not the cause of the halving. Each barrier may be opaque, yet the peak transmission through the pair is \(4\Gamma_L\Gamma_R/\Gamma^2\), which is one for equal widths and 0.33 for widths 1:10.

Chain evolution gave 0.475 for equal widths and 0.597 for widths 1:3, where the narrow formula gives 0.500 and 0.625. The integral over the chain's actual \(T(E)\) agrees with the evolution within 0.01, so most of the difference comes from the finite, energy-dependent width.

## Fourth contribution: the frequency of observation

When an electron crosses a fraction \(\alpha=x/d\) of a uniform oxide, the work \(eV\alpha\) is supplied by a charge \(e\alpha\) in the outer circuit. Hence \(I(t)=\alpha I_L+(1-\alpha)I_R\), where \(I_L\) and \(I_R\) are the capture and emission currents. Their difference is \(\dot Q\), the rate of change of trap charge. Squaring \(I\) and eliminating the cross term with \(|I_L-I_R|^2\) gives

\[
S=\alpha S_L+(1-\alpha)S_R-\alpha(1-\alpha)\omega^2S_Q .
\]

Again drop reverse steps, so \(\Lambda=c+g\). At time \(\tau\) after an emission, the trap is full with probability \((c/\Lambda)(1-e^{-\Lambda\tau})\). The emission rate is then \(\nu(1-e^{-\Lambda\tau})\), with \(\nu=cg/\Lambda\). The missing part \(-\nu e^{-\Lambda\tau}\) is the correlation due to blocking, and

\[
S_R=2e^2\nu\left[1-2\nu\int_0^\infty e^{-\Lambda\tau}\cos\omega\tau\,d\tau\right]
=2eI\left[1-\frac{2cg}{\Lambda^2+\omega^2}\right].
\]

Exchanging \(c\) and \(g\) shows that \(S_L=S_R\). The trap charge has variance \(e^2cg/\Lambda^2\) and correlation decay \(e^{-\Lambda\tau}\), so \(S_Q=4eI/(\Lambda^2+\omega^2)\). Altogether

\[
F(\omega)=1-\frac{2cg+2\alpha(1-\alpha)\omega^2}{\Lambda^2+\omega^2}.
\]

For \(\omega\gg\Lambda\), \(F=1-2\alpha(1-\alpha)\). A central trap again gives one half, but now because each passage consists of two separate half-charge pulses. Far above the corner frequency \(\Lambda/2\pi\), \(F\) depends on \(\alpha\) alone, so blocking must be sought well below the corner.

## Weighing the paths in a 3 nm oxide

Take \(d=3\) nm, \(V=1.5\) V, 300 K and an area of \(20\times20\) nm². The barrier is \(\varphi=3.1\) eV above the emitter Fermi level, and the oxide mass is 0.42 free-electron masses. The trap is at \(x=1.46\) nm, chosen close to balance, with its relaxed level \(W=0.5\) eV below the emitter Fermi level.

In the barrier the wave amplitude decays as \(e^{-\int\kappa dx}\) in the slowly varying approximation, with

\[
\kappa(x',E)=\frac{\sqrt{2m(\varphi-eVx'/d-E)}}{\hbar}.
\]

Squaring the amplitude gives the model rates

\[
c=\nu_0e^{-2\int_0^x\kappa(x',0)dx'},\qquad
g=\nu_0e^{-2\int_x^d\kappa(x',-W)dx'} .
\]

The common prefactor is \(\nu_0=10^{12}\) s⁻¹. Entry is taken at the Fermi energy and exit at the relaxed level; this replaces a full multiphonon calculation.

The rates are \(c=1.10\times10^5\) and \(g=1.01\times10^5\) s⁻¹. They give \(cg/(c+g)=5.28\times10^4\) passages per second, or 8.46 fA. The noise factor is

\[
F=1-\frac{2(1.101)(1.014)}{(1.101+1.014)^2}=0.501,
\]

and \(S=1.36\times10^{-33}\) A²/Hz.

For direct tunnelling, take the emitter Fermi level 0.1 eV above the band edge, silicon valley masses 0.92 and 0.19, and a transmission that depends only on the energy of normal motion. The current summed over the silicon valleys is then \(1.08\times10^{-5}\) A/cm². Nine tenths of it comes from the four valleys whose large in-plane wavevector this model ignores. Multiplication by \(4\times10^{-12}\) cm² gives 0.043 fA, or 269 passages per second. This number is very uncertain: a Fermi energy of 0.05 or 0.2 eV gives 110 or 780 passages per second, an oxide mass of 0.5 gives 17, and a mass of 0.30 gives \(2.7\times10^4\). Keeping the mass 0.42 but multiplying \(\kappa^2\) by the two-band factor \(1-h/E_g\), with \(h\) the local barrier height and \(E_g=9\) eV, gives \(2\times10^4\) to \(3\times10^4\). With the parameters as first stated, the reduction \(1-F\) is below \(10^{-13}\). Variances of independent paths add, so

\[
F_{\rm total}=\frac{0.5009(52800)+269}{52800+269}=0.503 .
\]

If a full trap stopped all direct current in this area, the result would be 0.502. The two currents become equal at an area of about \(8\times10^4\) nm²; there \(F\simeq(0.5+1)/2=0.75\). With the mass 0.30 or the two-band \(\kappa\) the trap current rises too, and a balanced trap gives \(F_{\rm total}\simeq0.52\) and an equal-current area of about \(10^4\) nm². The trap current also scales with the chosen prefactor: \(\nu_0=10^{11}\), \(10^{10}\) and \(10^{9}\) s⁻¹ give \(F_{\rm total}=0.525\), 0.67 and 0.92.

With the stated parameters, depth matters far more. \(F\) stays below 0.55 only over a range of 0.06 nm, and a shift of 0.1 nm from balance raises it to 0.81, with \(W\) kept at 0.5 eV at every depth. If the level instead follows the local oxide band, the range is 0.07 nm and the shifted value 0.79. For many independent traps spread evenly in depth, with levels many \(kT\) inside the bias window, set \(c=\nu_1e^{-s/2}\) and \(g=\nu_1e^{s/2}\), with \(\nu_1\) nearly constant and \(s\) nearly linear in depth. The current is proportional to \({\rm sech}(s/2)\), and \(1-F=\frac12{\rm sech}^2(s/2)\). With \(u=s/2\), integration by parts gives

\[
\int{\rm sech}^3u\,du=\int{\rm sech}\,u\tanh^2u\,du
=\int{\rm sech}\,u\,du-\int{\rm sech}^3u\,du .
\]

All integrals run over the whole line. Thus \(\int{\rm sech}^3u\,du\) is half of \(\int{\rm sech}\,u\,du\), and the current-weighted mean is \(F=1-\frac12\cdot\frac12=\frac34\). The calculated barriers give 0.751 with \(W\) the same at every depth, and 0.753 with the level following the local oxide band. Near the emitter Fermi level the return step raises the mean: with capture and return rates \(fc\) and \((1-f)c\), where \(f\) is the emitter Fermi factor at the level, it is 0.78 for \(W=0.05\) eV and 0.875 for \(W=0\). These rates ignore spin; if \(c\) includes both spins and \(f\) refers to the one-electron level, the return rate is \((1-f)c/2\) and the values are 0.76 and 0.83.

In this model bias barely tunes the trap: \(F\) is 0.501 at 1.3 V and 0.500 at 1.7 V, with its depth and its level relative to the local oxide band held fixed. A bias increase \(\delta V\) lowers the mean entry barrier by \(e\delta V\,x/2d\) and the mean exit barrier by \(e\delta V(d-x)/2d\). These are nearly equal for a central trap. The model rates ignore the energy given to the lattice, which changes with bias. With classical lattice-relaxation rates and relaxation energies from 0.3 to 1.0 eV, a trap with its equilibrium level 0.5 eV below the emitter Fermi level, balanced at 1.5 V, gives \(F\) between 0.50 and about 0.68 at 1.3 and 1.7 V. With the same prefactor and a flat density of states its passage rate falls from about \(10^4\) s⁻¹ at 0.5 eV relaxation energy to about \(10^3\) s⁻¹ at 1.0 eV, so the direct current then weighs more.

## How close this is to a real oxide

The thickness, voltage, barrier and mass are rough typical values for thin gate oxides. The field of 5 MV/cm is about half a rough breakdown field of 10 MV/cm. The prefactor and trap level are model choices, and real capture and emission involve lattice relaxation that the model treats crudely. With the depth fixed, moving the exit level to 1.0 eV below the Fermi level gives \(F=0.73\). Moving it up to the Fermi level makes the return rate to the emitter comparable to the capture rate, and the formula with reverse steps then gives 0.77 to 0.80, depending on whether the one-electron level or \(E\) is placed there, if the capture rate is kept at \(c\); reducing it by the Fermi factor of the emitter gives 0.85 to 0.90. At the original level, tripling the exit prefactor alone gives 0.61. Nearest image forces in metal-like electrodes raise both rates about eight- to tenfold (seven- to eightfold with all images, about fivefold if silicon acts as a dielectric). They move \(c/g\) from 1.09 to about 0.91 and leave \(F=0.501\), because \(F\) is flat near balance. That value is for the trap alone: the direct current crosses both legs and rises about 50- to 80-fold, which moves \(F_{\rm total}\) to about 0.52 and the equal-current area to about \(10^4\) nm².

The following neglected effects change \(F\) little in this example. For electrodes with about \(1.7\times10^{20}\) electrons per cm³, collector depletion takes about 0.1 V and emitter accumulation about 0.08 V; \(V\) is the drop across the oxide alone. Treated crudely as a larger local Fermi energy, the accumulation raises the direct current about 2.5- to 4-fold, which moves \(F_{\rm total}\) to about 0.51, or to 0.52 if the trap level also drops by 0.08 eV with the oxide band. The return rate to the emitter is \(e^{-W/kT}=4\times10^{-9}\) of the capture rate, or half of that if \(W\) refers to the one-electron level. This treats \(W\) as the equilibrium level. If \(W\) is instead the exit energy after lattice relaxation, the equilibrium level lies near \(W/2\) and the ratio is about \(6\times10^{-5}\), still negligible for \(F\). For a rough trap radius \(R=0.3\) nm, the electrostatic charging energy \(e^2/(4\pi\epsilon_0\epsilon R)\), with relative permittivity \(\epsilon=3.9\), is 1.2 eV. Screening by the electrodes lowers it by up to about 0.17 eV. This puts a second electron about 0.6 to 0.7 eV above the emitter Fermi level and supports single occupation, though lattice relaxation could change that estimate.

The corner lies at about 34 kHz and the current is only 8 fA. For this central, balanced trap \(F\) is 0.50 on both sides of the corner, so the corner does not show in the spectrum. A trap without blocking but with the same emission rate would give about 0.99 at 2 kHz, 0.86 at 10 kHz and 0.6 at 34 kHz, so the contrast between the two cases is nearly full at a few kHz or below and fades towards the corner. The noise to be resolved, \(1.36\times10^{-33}\) A²/Hz, equals the thermal noise of a \(1.2\times10^{13}\) Ω resistor at 300 K. A further slow trap that switches the current by \(\Delta I\), with occupation probability \(p\) and relaxation rate \(\Lambda'\), would add low-frequency noise \(4(\Delta I)^2p(1-p)/\Lambda'\), by the same calculation as for \(S_Q\). This value holds for \(\omega\ll\Lambda'\); in general \(1/\Lambda'\) is replaced by \(\Lambda'/(\Lambda'^2+\omega^2)\). With \(p=\frac12\) and the most effective rate \(\Lambda'=\omega\), lifting \(F\) from one half to one takes \(\Delta I\approx0.02\,I\) at 1 Hz but \(\Delta I\approx0.7\,I\) at 2 kHz, so such a trap hides the halving easily only at the lowest frequencies. A measured factor near one half is thus compatible with one balanced trap, but does not by itself prove that there is one.

## Computed values

```
record F, g/c = 1, 2, 10: 0.501, 0.558, 0.835
formula F, g/c = 1, 2, 10: 0.500, 0.556, 0.835
record F, two steps without blocking: 1.004
F of symmetric trap at eV/kT = 1: 2.0415
F of symmetric trap at eV/kT = 4: 0.6565
F of symmetric trap at eV/kT = 10: 0.5068
F of symmetric trap at eV/kT = 40: 0.5000
chain F, opaque link (hop 0.05): 0.9920
chain F, more open link (hop 0.5): 0.4457
chain F, coherent level, equal widths: 0.4746
chain F, coherent level, widths 1:3: 0.5965
oxide thickness 3.0 nm, bias 1.5 V, field 5.0 MV/cm
barrier 3.1 eV, oxide mass 0.42, temperature 300 K
emitter Fermi energy above band edge: 0.1 eV
area side 20 nm, trap depth 1.46 nm
trap level below emitter Fermi level: 0.5 eV
rate prefactor: 1.0e+12 1/s
capture rate c: 1.101e+05 1/s
emission rate g: 1.014e+05 1/s
trap passages: 5.280e+04 1/s
trap current: 8.459 fA
trap F: 0.5009
trap noise S: 1.358e-33 A^2/Hz
direct T at Fermi energy, heavy valley: 5.52e-14
direct current density: 1.08e-05 A/cm2
direct passages in the area: 2.686e+02 1/s
direct current in the area: 0.0430 fA
upper bound on 1-F, direct: 8.7e-14
F of trap plus direct current: 0.5034
same, full trap blocks all direct current: 0.5022
area where direct equals trap current: 7.862e+04 nm2
balanced depth (c = g): 1.4639 nm
depth range with F < 0.55: 0.061 nm
F for trap -0.1 nm from balance: 0.814
F for trap +0.1 nm from balance: 0.811
F averaged over evenly spread traps: 0.7511
F of the same trap at 1.3 V: 0.501
F of the same trap at 1.7 V: 0.500
F if exit level is 0.0 eV below Fermi level: 0.727
F if exit level is 1.0 eV below Fermi level: 0.727
F if exit prefactor is 3 times larger: 0.610
with image forces: c 8.95e+05, g 9.84e+05 1/s, F 0.501
electrode carrier density: 1.61e+20 1/cm3
collector depletion drop: 0.056 V
thermal return factor to emitter: 4.0e-09
thermal filling factor from collector: 1.6e-17
charging energy, radius 0.3 nm: 1.23 eV
second-electron level above Fermi level: 0.73 eV
corner frequency (c+g)/2pi: 33.67 kHz
trap F far above the corner: 0.5004
```
